# Why a negative augmentation charge can fail above a critical cutoff

**Question.** An ultrasoft pseudopotential with a negative augmentation charge $q$ gives a regular eigenvalue problem in a small plane-wave basis. The cutoff is raised to improve convergence, and the calculation breaks down. Why can a larger basis do this, is a negative $q$ enough to cause it, and at which cutoff does it happen for a Gaussian projector?

## The overlap that the basis sees

In an ultrasoft scheme the levels follow from $Hc=\varepsilon Sc$, with a Hermitian $H$ and the overlap operator

$$S=1+\sum_{ij}|\beta_i\rangle q_{ij}\langle\beta_j| .$$

The pair $(H,S)$ is called a pencil. Standard solvers for Hermitian pencils require $S$ to be positive definite, meaning $c^\dagger Sc>0$ for every nonzero $c$. A Cholesky factorization $S=LL^\dagger$ with an invertible $L$, for example, exists under just this condition.

Take one projector $\beta$ with one number $q$. Replacing $\beta$ by $\lambda\beta$ and $q$ by $q/\lambda^2$ leaves $S$ unchanged, so we may set $\langle\beta|\beta\rangle=1$. For another normalization, read $q\langle\beta|\beta\rangle$ wherever $q$ stands below.

Let $P_K$ project on plane waves with wavenumber below $K$, and let $b=P_K\beta$ be the part of the projector that the basis can represent. Within the basis,

$$S_K=1+q\,|b\rangle\langle b| .$$

A vector orthogonal to $b$ has eigenvalue 1. The vector $b$ itself gives $S_Kb=b+q\,b\langle b|b\rangle$, so its eigenvalue is

$$s(K)=1+q\,g(K),\qquad g(K)=\langle b|b\rangle=\int_{k<K}|\tilde\beta(\mathbf k)|^2\,d^3k .$$

The integrand of $g$ is not negative, so $g$ can only grow with $K$, from 0 towards 1. For negative $q$, $s$ therefore falls from 1 towards $1+q$. A small basis resolves little of the projector and hence little of the negative charge. A larger one resolves more of both.

This also answers the second part of the question. For $-1\le q<0$, $s$ stays positive at every finite cutoff of a single, isolated Gaussian projector, because $g<1$ there. A negative $q$ alone is therefore not enough to destroy positivity, although $s$ becomes small at high cutoff when $q$ is close to $-1$. If $q<-1$, $s$ passes through zero at a finite cutoff, where $g=1/|q|$, and stays negative beyond it.

## The critical cutoff of a Gaussian

The normalized Gaussian and its Fourier transform, in the convention with $(2\pi)^{-3/2}$, are

$$\beta(r)=\frac{e^{-r^2/2a^2}}{(\pi a^2)^{3/4}},\qquad \tilde\beta(k)=\left(\frac{a^2}{\pi}\right)^{3/4}e^{-a^2k^2/2}.$$

With $t=ak$ and $x=aK$, the angular integral gives $4\pi$, and

$$g=4\pi\,\frac{a^3}{\pi^{3/2}}\int_0^K k^2e^{-a^2k^2}dk=\frac{4}{\sqrt\pi}\int_0^x t^2e^{-t^2}dt .$$

Write $t^2e^{-t^2}=t\cdot(te^{-t^2})$ and integrate by parts, using $-\tfrac12e^{-t^2}$ as the integral of the second factor:

$$\int_0^x t^2e^{-t^2}dt=-\frac{x}{2}e^{-x^2}+\frac12\int_0^xe^{-t^2}dt=-\frac{x}{2}e^{-x^2}+\frac{\sqrt\pi}{4}\,\mathrm{erf}\,x .$$

Hence

$$g=\mathrm{erf}\,x-\frac{2x}{\sqrt\pi}e^{-x^2}=P\!\left(\tfrac32,x^2\right).$$

Here $P(\nu,y)=\Gamma(\nu)^{-1}\int_0^y u^{\nu-1}e^{-u}du$ is the regularized incomplete gamma function. The second form follows from $u=t^2$ and $\Gamma(3/2)=\sqrt\pi/2$.

The kinetic cutoff is $\hbar^2K^2/2m=E_0x^2$, with $E_0=\hbar^2/2ma^2$. Setting $g=1/|q|$ gives

$$\boxed{E_c=\frac{\hbar^2}{2ma^2}\,y_c,\qquad P\!\left(\tfrac32,y_c\right)=\frac1{|q|},\qquad q<-1.}$$

Two limits show how $E_c$ depends on $q$. For $|q|\gg1$ the crossing lies at small $x$, where $g\approx4x^3/3\sqrt\pi$, so

$$E_c\approx E_0\left(\frac{3\sqrt\pi}{4|q|}\right)^{2/3}.$$

For $q\to-1$ from below, the missing weight is $1-g\approx(2x/\sqrt\pi)e^{-x^2}$ at large $x$. It must equal $1-1/|q|$, so to leading order $E_c\approx E_0\ln[1/(1-1/|q|)]$. The critical cutoff goes to infinity, but only logarithmically. The leading term is approached slowly: at $q=-1.01$ it gives $4.6E_0$, against the full value $5.7E_0$.

Take $a=0.02$ nm and $q=-1.25$ as round model parameters. Then $E_0=95.25$ eV, and the condition $P(3/2,y_c)=0.8$ gives $y_c=2.3208$. Thus

$$E_c=95.25\times2.3208\ \text{eV}=221.1\ \text{eV}=3.54\times10^{-17}\ \text{J}.$$

At $q=-1.05$ the critical cutoff is 377 eV, and at $q=-1.01$ it is 541 eV. At $q=-3$ it is 74.7 eV, while the small-$x$ formula would give about 55 eV, so that limit is not yet reached. With $q=-0.9$ the smallest eigenvalue of $S$ is still 0.1000 at 1595 eV, in agreement with $1+q$.

In a periodic cell the integral becomes a sum over reciprocal lattice vectors, and $g$ rises in steps. For a cubic cell of side 0.8 nm at zero Bloch vector, the first shell that makes $S$ indefinite lies at 220.9 eV. Other cells and Bloch vectors shift this by a few eV; a side of 0.7 nm gives 224.1 eV.

## Why the construction does not prevent it

The augmentation charge is the norm of the all-electron partial wave minus that of the pseudo partial wave $\phi$, both taken inside the augmentation sphere. It is negative when $\phi$ carries too much norm there. The projector is dual to the partial wave, $\langle\beta|\phi\rangle=1$, so

$$\langle\phi|S|\phi\rangle=\langle\phi|\phi\rangle+q .$$

This is the norm of the all-electron wave, and it is positive. The reference state is sound, but positivity in the direction $\phi$ does not secure the direction $\beta$. The Cauchy–Schwarz inequality gives

$$1=|\langle\beta|\phi\rangle|^2\le\langle\beta|\beta\rangle\langle\phi|\phi\rangle=\langle\phi|\phi\rangle .$$

There is therefore a window $1<|q|<\langle\phi|\phi\rangle$ in which the reference norm is positive and $S$ is nevertheless indefinite in the complete basis. The window closes when $\phi$ is parallel to $\beta$.

For an illustration, let $\phi$ be a Gaussian of width $2a$, with norms taken over all space because a Gaussian has no sharp boundary. Two normalized Gaussians of widths $a$ and $2a$ overlap by $[2a\cdot2a/(a^2+4a^2)]^{3/2}=(4/5)^{3/2}$. To make $\langle\beta|\phi\rangle=1$, $\phi$ is divided by this number, and its squared norm becomes $(5/4)^3=1.953$. The corrected norm is $1.953-1.25=0.703$, while the eigenvalue of $S$ along $\beta$ is $1-1.25=-0.25$.

## What happens to the levels

As the critical cutoff is approached from below, the low levels need not give any warning. To see which level reacts, let $\hat b=b/\sqrt g$ and split the basis into $\hat b$ and its orthogonal complement. In this splitting

$$S_K=\begin{pmatrix}s&0\\0&1\end{pmatrix},\qquad H=\begin{pmatrix}h&v^\dagger\\v&H_\perp\end{pmatrix},\qquad h=\frac{\langle b|H|b\rangle}{\langle b|b\rangle}.$$

The lower row of $Hc=\varepsilon Sc$ gives $c_\perp=-(H_\perp-\varepsilon)^{-1}v\,c_b$. Inserted in the upper row, for $c_b\ne0$, it yields

$$h-\varepsilon s-v^\dagger(H_\perp-\varepsilon)^{-1}v=0 .$$

When $|\varepsilon|$ is much larger than the eigenvalues of $H_\perp$, the inverse is close to $-1/\varepsilon$, so $\varepsilon s\approx h+|v|^2/\varepsilon$. In a fixed basis, with $h\neq0$ and $s\to0$, one level therefore runs away as

$$\varepsilon\approx\frac hs .$$

Its vector tends to $\hat b$, so its norm $c^\dagger Sc$ has the sign of $s$. There are two cases:

- If $h>0$, the level escapes upward as $s\to0^+$ and returns from $-\infty$ once $s<0$. It is then a ghost, a level of negative norm far below the physical spectrum.
- If $h<0$, the level dives towards $-\infty$ as the critical cutoff is approached from below. Past it, the level reappears at large positive energy.

The law was tested at $s=\pm10^{-4}$ for both signs of $h$.

## A model that can be solved

Let $H=T+D|\beta\rangle\langle\beta|$, with kinetic energy $T$ and a strength $D$ in eV. There is no local potential, and $D$ and $q$ are free parameters. In a generated pseudopotential they are tied together by the reference state, so the levels below show the mechanism and describe no particular element. For a negative level $\varepsilon=-E$, the pencil equation in the basis reads

$$(T+E)c=-(D+qE)\,b\,\langle b|c\rangle .$$

If $\langle b|c\rangle$ vanished, then $(T+E)c=0$ and $c=0$, since $T+E$ is positive. So we may apply $\langle b|(T+E)^{-1}$ and divide by $\langle b|c\rangle$. With $R(E)=\langle b|(T+E)^{-1}|b\rangle>0$, this gives $1=-(D+qE)R$, or

$$f(E)\equiv\frac1{R(E)}+D+qE=0 .$$

The shape of $f$ fixes the number of negative levels. Define $R_n=\langle b|(T+E)^{-n}|b\rangle$, so that $R=R_1$ and $R_n'=-nR_{n+1}$. Then

$$\left(\frac1R\right)'=\frac{R_2}{R_1^2},\qquad\left(\frac1R\right)''=\frac{2(R_2^2-R_1R_3)}{R_1^3}\le0,$$

the last step by Cauchy–Schwarz. Hence $f$ is concave. For large $E$, $R=g/E-\tau/E^2+\dots$ with $\tau=\langle b|T|b\rangle$, and inversion gives

$$f(E)\to\left(\frac1g+q\right)E+\frac{\tau}{g^2}+D=\frac sg\,E+\frac hg .$$

The last form uses $h=\tau/g+Dg$, which holds because $\langle b|\beta\rangle=g$. Since $f$ is concave, its slope falls towards the limiting value $s/g$ and is never below it.

Below $E_c$ the slope is positive, so there is at most one negative level. There is one if $f(0)<0$. Above $E_c$, $f$ finally falls to $-\infty$. If $f(0)<0$ and the maximum of $f$ is positive, there are two roots: the bound state where $f$ rises through zero, and the ghost where it falls. Just above $E_c$ with $h>0$, the asymptote vanishes at $E=h/|s|$, in agreement with the general law.

The sign of $h$ requires $\tau$. With the Gaussian weight,

$$\tau=E_0\frac4{\sqrt\pi}\int_0^xt^4e^{-t^2}dt=\tfrac32E_0\,P\!\left(\tfrac52,x^2\right),$$

from $u=t^2$ and $\Gamma(5/2)=3\sqrt\pi/4$. At the critical cutoff $g=0.8$, and $h$ changes sign at $D=-\tau/g^2=-120.3$ eV.

## Silent failure and visible dive

The levels below were obtained by diagonalizing the pencil for s waves in a sphere of radius 4 nm. The predicted $E_c$ of 221.1 eV falls between two successive basis sizes, with cutoffs of 218.9 and 223.4 eV. At these two cutoffs $s$ is close to zero, and the runaway levels differ from their continuum values by about 0.2%, or 10 to 20 eV.

**Case $D=-70$ eV.** Here $h=0.8\,(120.29-70)=40.2$ eV at the critical cutoff.

| Cutoff (eV) | $s$ | Bound level (eV) | Runaway level (eV) |
|---|---|---|---|
| 148.5 | 0.2171 | −3.82 | 199 |
| 218.9 | 0.0049 | −7.13 | 8210 |
| 223.4 | −0.0052 | −7.31 | −7745 |
| 1002.2 | −0.2499 | −12.08 | −158 |

One added basis function sends the highest level to the bottom of the spectrum. In these two bases $h$ is 39.9 and 40.6 eV, and the estimate $h/s$ gives about 8130 eV before the crossing and $-7830$ eV after it. The next term, $|v|^2/\varepsilon s$, adds about 80 eV to each. The bound level passes through smoothly. A solver that returns the lowest few levels would see nothing unusual at 218.9 eV, although $s$ is already close to zero.

The directions of motion follow from $f$. A larger basis increases $R$ and so lowers $f$ at fixed $E$. The rising zero then moves to larger $E$, and the bound state deepens. The falling zero moves to smaller $E$, and the ghost comes up.

"Works at low cutoff" thus means that the eigenvalue problem is regular, not that its result is converged. At 218.9 eV the bound level is still about 5 eV above its value at 1002 eV. The increase in cutoff needed for convergence is what destroys positivity.

**Case $D=-150$ eV.** Now $h=0.8\,(120.29-150)=-23.8$ eV, and the warning comes early. The lowest level is −51 eV at a cutoff of 100.8 eV, −134 eV at 148.5 eV, −581 eV at 201.1 eV and −4978 eV at 218.9 eV. The last value compares with $h/s\approx-4850$ eV; the next term, $|v|^2/\varepsilon$, is negative here and deepens the estimate. This potential gives no usable lowest level at any of these cutoffs.

At 223.4 eV no real negative level remains. The asymptote of $f$ explains this: its slope and intercept are both negative, and a concave function lies below its asymptote. Between cutoffs of 230 and 240 eV the level returning from large positive energy meets another real level, and the spectra listed from 297.4 eV on contain two complex levels. Multiplying $Hc=\varepsilon Sc$ by $c^\dagger$ and subtracting the conjugate gives $(\varepsilon-\varepsilon^*)\,c^\dagger Sc=0$, so a complex level needs a vector of zero norm. A positive definite $S$ has none. An indefinite $S$ does have such vectors, so complex levels are then possible.

## The Rayleigh quotient above the critical cutoff

For $D=-70$ eV the bound state is still a root of the pencil above $E_c$, but it is no longer the minimum of the Rayleigh quotient $c^\dagger Hc/c^\dagger Sc$ over all vectors. Take $c=\hat b+t\eta$ with a unit vector $\eta$ orthogonal to $\hat b$ and $t$ real. Then

$$c^\dagger Sc=s+t^2,$$

which changes sign at $t^2=|s|$ when $s<0$. If $c^\dagger Hc$ is nonzero there, the quotient tends to $-\infty$ from one side and to $+\infty$ from the other.

Could the numerator vanish at all such points? Adding its values at $t$ and $-t$ would require $h+|s|\langle\eta|H|\eta\rangle=0$ for every $\eta$. Then $H$ would be constant on the complement of $\hat b$, where it equals the kinetic energy. This is not so in a basis with many different kinetic energies. The quotient is therefore unbounded below.

The numbers depend on $\eta$. As an example, take the s wave of lowest kinetic energy, make it orthogonal to $\hat b$ and normalize it, and let $t>0$. At a cutoff of 297.4 eV, trial vectors with $t^2$ a relative distance $10^{-3}$ below $|s|$, which have negative norm, then reach $-4.06\times10^5$ eV. At a distance of $10^{-6}$ they reach $-4.06\times10^8$ eV, in keeping with a norm that shrinks in proportion to the distance.

For this $D$ the dive is confined to vectors of negative norm. The matrix $H+ES=T+E+(D+qE)|b\rangle\langle b|$ is positive definite when $1+(D+qE)R=Rf>0$, that is, for every $E$ between the bound root and the ghost root. For such $E$, $c^\dagger Hc>-E\,c^\dagger Sc$. A vector of positive norm therefore has a quotient above $-E$, and letting $E$ approach the bound root shows that the bound state is still the minimum among vectors of positive norm. On vectors of zero norm $c^\dagger Hc>0$, so the quotient rises to $+\infty$ on the positive side. A descent that keeps $c^\dagger Sc>0$ can thus still find the bound state. What fails is any step that needs a positive $S$, such as a Cholesky factorization, or that admits vectors of negative norm.

## Several projectors

With several projectors, $g$ becomes the Gram matrix $G_{ij}(K)=\langle\beta_i|P_K|\beta_j\rangle$. Raising the cutoff adds the Gram matrix of the new plane waves, which has no negative eigenvalue, so $G$ grows as a quadratic form. Collect the truncated projectors as columns of a matrix $M$, with $M^\dagger M=G$ invertible. The columns of $U=MG^{-1/2}$ are orthonormal, and

$$S_K=1+MqM^\dagger=1+U\,G^{1/2}qG^{1/2}\,U^\dagger .$$

Apart from eigenvalues equal to 1, the spectrum of $S_K$ is that of $1+G^{1/2}qG^{1/2}$. If $q$ has no negative eigenvalue, $S_K$ is positive at every cutoff. Otherwise it may fail, and it cannot recover: a vector of the small basis with $c^\dagger Sc<0$ also belongs to every larger basis. As all these eigenvalues start at 1 for $K\to0$, the critical cutoff is the first zero of

$$\det[1+qG(K)] ,$$

if there is one.

For Gaussians of widths 0.02 and 0.06 nm with $q_{11}=-1.5$ and $q_{12}=q_{22}=0.5$, this gives 271 eV. The narrow projector alone, with $q=-1.5$, would fail at 162 eV. In this case the second projector and its coupling delay the failure, so the diagonal elements of $q$ are not a sufficient check.

For an isolated atom the check needs no solid or molecule. If all eigenvalues of $1+G^{1/2}qG^{1/2}$, taken with the complete Gram matrix of an atom's projectors, are positive, that atom's overlap operator is positive at every cutoff. For atoms whose projectors overlap, the Gram matrix must include all of them together, and the atomic check is not sufficient. Two Gaussians of width $a=0.02$ nm at distance $d=0.05$ nm overlap by $e^{-d^2/4a^2}=0.21$; with $q=-0.9$ each is safe alone, but together they give the eigenvalue $1-0.9\times1.21=-0.089$. The numerical output follows.

## Computed values

```
projector width a = 0.02 nm, q = -1.25
energy scale hbar^2/(2 m a^2) = 95.250 eV
critical x = K a: 1.5234, y = x^2: 2.3208
critical cutoff = 221.06 eV = 3.5417e-17 J
q = -1.01: critical cutoff 541.3 eV
q = -1.05: critical cutoff 377.4 eV
q = -1.25: critical cutoff 221.1 eV
q = -1.50: critical cutoff 162.1 eV
q = -2.00: critical cutoff 112.7 eV
q = -3.00: critical cutoff 74.7 eV
q = -0.90: smallest S eigenvalue 0.1000 at 1595 eV
cubic cell of side 0.8 nm: S fails at shell 220.9 eV
partial wave of width 2a: pseudo norm 1.9531, corrected norm 0.7031
smallest S eigenvalue, complete basis: -0.2500
h changes sign at D = -120.29 eV at critical cutoff
D = -70 eV: h at critical cutoff = 40.23 eV
 cutoff 100.8 eV: s = 0.4356, lowest -1.48, highest 103.0 eV
 cutoff 148.5 eV: s = 0.2171, lowest -3.82, highest 199.4 eV
 cutoff 201.1 eV: s = 0.0480, lowest -6.37, highest 852.1 eV
 cutoff 218.9 eV: s = 0.0049, lowest -7.13, highest 8210.3 eV
 cutoff 223.4 eV: s = -0.0052, ghost -7744.8, bound -7.31 eV
 cutoff 297.4 eV: s = -0.1247, ghost -310.3, bound -9.66 eV
 cutoff 497.5 eV: s = -0.2311, ghost -167.7, bound -11.80 eV
 cutoff 1002.2 eV: s = -0.2499, ghost -157.7, bound -12.08 eV
D = -150 eV: h at critical cutoff = -23.77 eV
 cutoff 100.8 eV: s = 0.4356, lowest -51.40, highest 99.1 eV
 cutoff 148.5 eV: s = 0.2171, lowest -133.99, highest 147.5 eV
 cutoff 201.1 eV: s = 0.0480, lowest -581.08, highest 218.1 eV
 cutoff 218.9 eV: s = 0.0049, lowest -4978.01, highest 269.0 eV
 cutoff 223.4 eV: s = -0.0052, real negative levels: 0, complex levels: 0
 cutoff 297.4 eV: s = -0.1247, real negative levels: 0, complex levels: 2
 cutoff 497.5 eV: s = -0.2311, real negative levels: 0, complex levels: 2
 cutoff 1002.2 eV: s = -0.2499, real negative levels: 0, complex levels: 2
Rayleigh quotient near null cone, 297.4 eV cutoff: -4.06e+05, then -4.06e+08 eV
two projectors, widths 0.02 and 0.06 nm, q matrix [[-1.5, 0.5], [0.5, 0.5]]
two projectors: critical cutoff 271.0 eV
```
